# Exposed area of hemispherical islands on a square nucleation grid

## First half: the area maximum and its proof

### A row of ridges

Suppose that a film starts from parallel straight lines a distance \(b\) apart, and that each line grows into a ridge whose cross-section is a half-circle of radius \(r\). How much film surface is exposed per unit width of substrate?

Before neighbouring ridges touch, each period \(b\) carries one half-circle of length \(\pi r\). The ratio of exposed length to width is \(\pi r/b\). It rises with \(r\) and reaches \(\pi/2\) when the ridges touch at \(r=b/2\).

After touching, each ridge keeps only the arc above its own strip of width \(b\). Measure angles at the ridge axis from the vertical. The arc runs from \(-\theta\) to \(\theta\), where \(r\sin\theta=b/2\). Its length is \(2r\theta\), and the width is \(b=2r\sin\theta\), so the ratio is

\[
\frac{2r\theta}{2r\sin\theta}=\frac{\theta}{\sin\theta}.
\]

As \(r\) grows from \(b/2\) to infinity, \(\theta\) falls from \(\pi/2\) to zero. Differentiation gives

\[
\frac{d}{d\theta}\frac{\theta}{\sin\theta}
=\frac{\sin\theta-\theta\cos\theta}{\sin^2\theta}>0
\qquad(0<\theta<\pi/2),
\]

because \(\tan\theta>\theta\) there. The ratio therefore falls as \(r\) grows, from \(\pi/2\) towards 1. Contact is the maximum: up to that moment the ridges only gain surface, and afterwards they lose more than they gain.

Hemispherical islands on a square grid give the same peak value, \(\pi/2\), but the balance after contact is much closer. It has to be calculated.

### The model

In atomic layer deposition the substrate is exposed in turn to two reactants, and each reaction stops when the available surface sites are used up. If every exposure saturates, the amount deposited in a cycle is set by the area that can react. The following assumptions turn this into geometry.

1. Point-like nuclei lie on a square grid of spacing \(b\), one nucleus per planar area \(b^2\). All start to grow together.
2. Only film material reacts. The bare substrate takes up nothing, and no new nuclei appear.
3. Each cycle moves the film surface outward along its normal by the same distance \(g\), whatever the local slope. On a flat film, \(g\) is the growth per cycle.
4. The deposited material does not migrate, and \(g\) is small compared with \(r\) and \(b\), so that \(r\) may be treated as continuous.

Let \(S(r)\) be the exposed island surface divided by the planar area. The bare substrate is not included in \(S\). The claim to be proved is that \(S\) has a single global maximum, at \(r=b/2\), and that its value is \(\pi/2\).

A single island stays hemispherical under assumption 3, since moving its surface outward by \(g\) changes the radius from \(r\) to \(r+g\). The same holds after islands merge. The new film consists of all points above the substrate within a distance \(g\) of the old film. A point lies within \(g\) of a union of half-balls if it lies within \(g\) of at least one of them, so the new film is the union of half-balls of radius \(r+g\).

### Which surface belongs to which island

Take a point with horizontal position \(\mathbf p\) and height \(z\) on the island centred at \(\mathbf c_i\). It satisfies

\[
|\mathbf p-\mathbf c_i|^2+z^2=r^2 .
\]

It is exposed if it is not inside any other island, that is, if for every other centre \(\mathbf c_j\)

\[
|\mathbf p-\mathbf c_j|^2+z^2\ge r^2 .
\]

Subtracting the first relation from the second removes both \(z^2\) and \(r^2\):

\[
|\mathbf p-\mathbf c_j|\ge|\mathbf p-\mathbf c_i| .
\]

The exposed part of an island is thus the part above those substrate points that are nearer to its own centre than to any other. On the square grid this region is the square cell of side \(b\) around the nucleus. Islands meet on the vertical planes through the cell edges. The argument needs equal radii but no particular lattice.

### From exposed area to growth per cycle

Let \(h\) be the mean film thickness, meaning film volume per planar area. Inside one cell, let \(\rho\) be the horizontal distance from the nucleus. The film height is

\[
H=\sqrt{r^2-\rho^2}\quad(\rho<r),\qquad H=0\quad(\rho\ge r).
\]

At fixed position the height grows with radius at the rate

\[
\frac{\partial H}{\partial r}=\frac{r}{\sqrt{r^2-\rho^2}} .
\]

The surface area above a planar element \(dx\,dy\) is \(\sqrt{1+(\partial H/\partial\rho)^2}\,dx\,dy\). Since \(\partial H/\partial\rho=-\rho/\sqrt{r^2-\rho^2}\),

\[
\sqrt{1+\frac{\rho^2}{r^2-\rho^2}}=\frac{r}{\sqrt{r^2-\rho^2}} .
\]

The two expressions agree. The covered region also widens as \(r\) grows, but the height at its rim is zero, so the moving rim adds no further term. Integration over the cell and division by \(b^2\) give

\[
\frac{dh}{dr}=S(r),\qquad \frac{dh}{dN}=g\,S(r), \tag{1}
\]

where \(N\) is the number of cycles and \(dr/dN=g\). In this model, a peak in exposed area is a peak in growth per cycle.

### Before contact

For \(r\le b/2\) each cell holds one complete hemisphere, of area \(2\pi r^2\). Hence

\[
S=\frac{2\pi r^2}{b^2},\qquad \frac{dS}{dr}=\frac{4\pi r}{b^2}>0 . \tag{2}
\]

At contact,

\[
S(b/2)=\frac{2\pi}{b^2}\,\frac{b^2}{4}=\frac{\pi}{2}.
\]

The value has a simple reading. A hemisphere has twice the area of the disc on which it stands, and at contact the discs cover a fraction \(\pi/4\) of the substrate. The product is \(\pi/2\). The remaining fraction, \(1-\pi/4\approx0.21\), is still bare.

### Between contact and closure

For \(r\) slightly above \(b/2\), the four cell edges cut four pieces from the hemisphere. Their area follows from a property of the sphere. Let \(\alpha\) be the angle from the \(x\) axis, so that \(x=r\cos\alpha\). A ring of angular width \(d\alpha\) has circumference \(2\pi r\sin\alpha\) and width \(r\,d\alpha\). Its extent along \(x\) is \(|dx|=r\sin\alpha\,d\alpha\), so its area is \(2\pi r\,|dx|\).

The cap of the full sphere beyond the plane \(x=b/2\) has height \(r-b/2\), and therefore area \(2\pi r(r-b/2)\). Its axis lies in the substrate plane, so exactly half of it is above the substrate. One neighbour removes

\[
\pi r\left(r-\frac b2\right). \tag{3}
\]

Pieces from opposite edges cannot overlap. Pieces from adjacent edges overlap only if some point of the hemisphere has both \(|x|>b/2\) and \(|y|>b/2\), hence \(x^2+y^2>b^2/2\). This requires \(r>b/\sqrt2\). Up to that radius the four losses simply add:

\[
b^2S=2\pi r^2-4\pi r\left(r-\frac b2\right)
=2\pi r^2-4\pi r^2+2\pi rb=2\pi r(b-r).
\]

With \(q=r/b\), completing the square gives

\[
S=2\pi q(1-q)=\frac{\pi}{2}-2\pi\left(q-\frac12\right)^2,
\qquad \frac12\le q\le\frac1{\sqrt2}. \tag{4}
\]

This falls strictly once \(q>1/2\).

The two sides of the peak differ. From equation (2) the slope just before contact is \(2\pi/b\). From equation (4) the slope just after contact is zero. The hemisphere goes on gaining area at the rate \(4\pi r=2\pi b\). The derivative of expression (3) is \(2\pi r-\pi b/2\), which equals \(\pi b/2\) at contact, so four neighbours together remove area at the rate \(2\pi b\). Gain and loss cancel at first order, and only the second-order term makes \(S\) fall.

The numbers show the asymmetry. A radius \(0.1b\) short of contact gives \(S=1.005\), which is 0.565 below the peak. A radius \(0.1b\) past contact gives \(S=1.508\), only 0.063 below it.

### After closure

At \(r=b/\sqrt2\) the islands reach the corners of their cells and the last bare substrate disappears. Equation (4) gives

\[
S=2\pi\,\frac{1}{\sqrt2}\left(1-\frac1{\sqrt2}\right)=\pi(\sqrt2-1)=1.301 .
\]

For larger \(r\) the film covers the whole cell. The area element found above gives

\[
S=\frac1{b^2}\int_{\rm cell}\frac{dx\,dy}{\sqrt{1-\rho^2/r^2}} . \tag{5}
\]

At every point except the centre, the integrand falls as \(r\) grows. Therefore \(S\) falls strictly. As \(r\) decreases towards \(b/\sqrt2\) the integrand rises steadily to its limiting form, so the integral joins the value at closure without a jump.

The proof is now complete. \(S\) rises strictly up to \(r=b/2\) and falls strictly at all larger radii, so the maximum \(\pi/2\) is reached at first contact and nowhere else.

The area was also counted directly from the union of spheres, with 200,000 points spread over a hemisphere and each point kept if it lay outside the eight surrounding islands. For 46 radii from \(0.30b\) to \(1.20b\), the counted \(S\) differed from the derived one by at most \(3.4\times10^{-4}\). The largest counted value was 1.5708, at \(r=0.50b\).

### If the bare substrate is counted

The total geometric surface includes the uncovered substrate. Before contact its ratio to the planar area is

\[
\left(1-\frac{\pi r^2}{b^2}\right)+\frac{2\pi r^2}{b^2}
=1+\frac{\pi r^2}{b^2},
\]

which rises to \(1+\pi/4=1.785\) at contact. Afterwards the island surface falls and the bare area cannot increase, so the total falls too. The maximum is still at contact, but its value is not \(\pi/2\). The factor \(\pi/2\) belongs to the growing surface alone. The total does not give the growth rate in this model, because the substrate does not react.

### Mean thickness

Equation (1) gives the thickness by integration. Before contact,

\[
h=\int_0^r\frac{2\pi r'^2}{b^2}\,dr'=\frac{2\pi r^3}{3b^2},
\qquad h(b/2)=\frac{\pi b}{12}. \tag{6}
\]

Between contact and closure,

\[
\begin{aligned}
h&=\frac{\pi b}{12}+\frac{2\pi}{b^2}\int_{b/2}^{r}(br'-r'^2)\,dr'\\
&=\frac{\pi b}{12}+\frac{2\pi}{b^2}\left[\frac{br^2}{2}-\frac{r^3}{3}-\left(\frac{b^3}{8}-\frac{b^3}{24}\right)\right].
\end{aligned}
\]

The inner bracket is \(b^3/12\), which contributes \(-\pi b/6\). Together with the first term this leaves

\[
h=\frac{\pi r^2}{b}-\frac{2\pi r^3}{3b^2}-\frac{\pi b}{12}. \tag{7}
\]

At closure, \(r^2=b^2/2\) and \(r^3=b^3/(2\sqrt2)\), so

\[
h=\pi b\left(\frac12-\frac{1}{3\sqrt2}-\frac1{12}\right)=0.569\,b .
\]

At that moment the film is \(r=0.707b\) thick above a nucleus and has zero thickness at the cell corners.

## Second half: closed films, other arrangements and numbers

### Symbols and results carried over

The grid spacing is \(b\), the common island radius \(r\), the normal growth per cycle \(g\), the number of cycles \(N\) and the mean thickness \(h\). The exposed island area per planar area is \(S\), without bare substrate, and \(dh/dN=gS\). On the square grid

\[
S=\frac{2\pi r^2}{b^2}\ \left(r\le\frac b2\right),\qquad
S=\frac{2\pi r(b-r)}{b^2}\ \left(\frac b2\le r\le\frac b{\sqrt2}\right).
\]

The maximum is \(\pi/2\) at \(r=b/2\). One neighbour at distance \(d\) removes the area \(\pi r(r-d/2)\) once \(r>d/2\), as long as the removed pieces do not overlap. After closure, \(S\) is the cell average of \(1/\sqrt{1-\rho^2/r^2}\), where \(\rho\) is the distance from the cell centre, and it falls with \(r\).

### The closed film

The average over the cell can be evaluated. Put \(a=b/2\) and \(s^2=r^2-a^2\). The integral over \(x\) gives an arcsine, and symmetry in \(y\) gives a factor 2:

\[
b^2S=\int_{-a}^{a}\!dy\int_{-a}^{a}\!\frac{r\,dx}{\sqrt{r^2-y^2-x^2}}
=4r\int_0^a\arcsin\frac{a}{\sqrt{r^2-y^2}}\,dy .
\]

Integrate by parts. The derivative of the arcsine is

\[
\frac{d}{dy}\arcsin\frac{a}{\sqrt{r^2-y^2}}
=\frac{ay}{(r^2-y^2)\sqrt{s^2-y^2}} ,
\]

and the boundary term is \(a\arcsin(a/s)\). Writing \(y^2/(r^2-y^2)=r^2/(r^2-y^2)-1\) splits the remaining integral:

\[
\int_0^a\frac{ay^2\,dy}{(r^2-y^2)\sqrt{s^2-y^2}}
=ar^2K-a\arcsin\frac as,\qquad
K=\int_0^a\frac{dy}{(r^2-y^2)\sqrt{s^2-y^2}} .
\]

In \(K\) put \(y=s\sin\varphi\) and then \(t=\tan\varphi\). Since \(r^2-s^2=a^2\),

\[
K=\int\frac{d\varphi}{r^2-s^2\sin^2\varphi}
=\int_0^{t_1}\frac{dt}{r^2+a^2t^2}
=\frac1{ar}\arctan\frac{at_1}{r},\qquad t_1=\frac{a}{\sqrt{s^2-a^2}} .
\]

The arctangent is an angle whose tangent is \(a^2/(r\sqrt{s^2-a^2})\). The squares of the two sides of the corresponding right triangle add to \(a^4+(s^2+a^2)(s^2-a^2)=s^4\), so the sine of the angle is \(a^2/s^2\). Hence \(ar^2K=r\arcsin(a^2/s^2)\). Subtracting the remaining integral from the boundary term and multiplying by \(4r\) gives

\[
b^2S=8ar\arcsin\frac as-4r^2\arcsin\frac{a^2}{s^2},\qquad r\ge\frac b{\sqrt2}. \tag{8}
\]

At closure \(r=\sqrt2\,a\) and \(s=a\). Both arcsines are \(\pi/2\), and \(b^2S=4\pi a^2(\sqrt2-1)=\pi b^2(\sqrt2-1)\), as found before.

For a thick film, expand the square root. The mean of \(x^2\) over the cell is \(b^2/12\), so the mean of \(\rho^2\) is \(b^2/6\), and to leading order

\[
S\simeq1+\frac{b^2}{12r^2},\qquad h\simeq r-\frac{b^2}{12r}. \tag{9}
\]

The second relation is the mean of \(\sqrt{r^2-\rho^2}\simeq r-\rho^2/(2r)\). The surface flattens, and the mean thickness approaches \(r\).

### Other lattices

The first-order cancellation at contact depends on the number of neighbours. Let each island have \(z\) nearest neighbours at distance \(b\). Just after contact its exposed area is

\[
A=2\pi r^2-z\pi r\left(r-\frac b2\right),\qquad
\left.\frac{dA}{dr}\right|_{r=b/2}=2\pi b-\frac{z\pi b}{2}=\pi b\left(2-\frac z2\right).
\]

The slope is positive for \(z=3\), zero for \(z=4\) and negative for \(z=6\). The square grid is the marginal case.

On a triangular lattice, \(z=6\) and \(A=\pi r(3b-4r)\), which falls for \(r>3b/8\) and hence everywhere after contact. The peak is at \(r=b/2\). The cell area is \(\sqrt3\,b^2/2\), so the peak value is \(S=(\pi/2)/(\sqrt3/2)=\pi/\sqrt3=1.814\).

On a honeycomb lattice, \(z=3\) and \(A=\pi r(3b/2-r)\). This continues to rise after contact and peaks at \(r=3b/4\), before the islands reach the cell corners at \(r=b\). The area per nucleus is \(3\sqrt3\,b^2/4\), so

\[
S=\frac{9\pi/16}{3\sqrt3/4}=\frac{\sqrt3\,\pi}{4}=1.360 .
\]

A rectangular grid with spacings \(b_1<b_2\) has two contacts. Between them, two neighbours cut each island, and \(A=2\pi r^2-2\pi r(r-b_1/2)=\pi b_1r\) still rises. At the second contact, \(r=b_2/2\), it reaches \(\pi b_1b_2/2\), so again \(S=\pi/2\). Beyond this point \(A=\pi r(b_1+b_2-2r)\), whose slope \(\pi(b_1+b_2-4r)\) is negative. The peak value survives the distortion, but the peak now belongs to the second contact.

In all three cases the closed film loses area with further growth, by the argument used for the square cell. Direct counting at radii from \(0.40b\) to \(1.00b\), in steps of \(0.05b\), found the peaks at \(0.50b\) (triangular), \(0.75b\) (honeycomb) and \(0.60b_1\) (rectangular, \(b_2=1.2b_1\)).

### Random nuclei

Now let the nuclei be placed independently at random, with mean density \(n\), and let all start together. A point at height \(z<r\) is outside the film if no nucleus lies within the horizontal distance \(\sqrt{r^2-z^2}\). For random positions this has probability \(\exp[-\pi n(r^2-z^2)]\). The mean thickness is the filled fraction summed over height:

\[
h=\int_0^r\left[1-e^{-\pi n(r^2-z^2)}\right]dz .
\]

In \(S=dh/dr\) the upper limit contributes nothing, because the bracket vanishes at \(z=r\). Differentiating inside the integral gives

\[
S=2\pi nr\,e^{-\pi nr^2}\int_0^re^{\pi nz^2}dz=2u\,D(u),\qquad
D(u)=e^{-u^2}\int_0^ue^{t^2}dt, \tag{10}
\]

with \(u=r\sqrt{\pi n}\). \(D\) is Dawson's function, and its definition gives \(D'=1-2uD\). From \(S=2uD\) it follows that

\[
\frac{dS}{du}=\frac Su+2u-2uS .
\]

Where this vanishes, \(S=2u^2/(2u^2-1)\), and the second derivative is

\[
\frac{d^2S}{du^2}=2-S\left(2+\frac1{u^2}\right)
=2-\frac{4u^2+2}{2u^2-1}=-\frac{4}{2u^2-1}<0 .
\]

The sign follows because \(S>0\) requires \(2u^2>1\). Every stationary point is a maximum, so there can be only one. Numerically it lies at \(u=1.502\), with \(S=1.285\). At the grid density \(n=1/b^2\) this is \(r=1.502\,b/\sqrt\pi=0.847b\). The peak is 18% lower than on the square grid, and it comes later. A count on 20,000 random nuclei agreed with equation (10) within 3% at \(u=0.8\) and \(u=1.5\).

### A worked example

Take \(b=5.0\) nm, which is a nucleus density of \(4.0\times10^{12}\) cm\(^{-2}\), with \(g=0.10\) nm per cycle and a film density of 3.0 g/cm³. Let the islands have the radius \(r_0=0.5\) nm when counting starts, so that \(r=r_0+gN\).

First contact is at \(r=2.50\) nm, after

\[
N=\frac{2.50-0.5}{0.10}=20\ \text{cycles}.
\]

The peak growth per cycle is \(1.571\times0.10=0.157\) nm. On a flat film one cycle adds \(3.0\ \text{g/cm}^3\times10^{-8}\ \text{cm}=30\) ng/cm². At the peak it adds \(1.571\times30.0=47.1\) ng/cm². The mean thickness at contact is \(\pi\times5.0/12=1.31\) nm.

Closure is at \(r=5.0/\sqrt2=3.54\) nm, after 30.4 cycles. The growth per cycle has then dropped to 0.130 nm, and the mean thickness is 2.84 nm. After 100 cycles \(r=10.5\) nm and equation (8) gives \(S=1.020\), so the growth per cycle is 2% above its flat-film value.

The peak also sets a condition on the dose. If the precursor taken up per unit of reacting area is fixed, saturation at contact needs \(\pi/2\) times the flat-film uptake. A supply that just saturates a flat film would cover only \(2/\pi\), or 64%, of this need. The uptake would then be limited by supply and the peak would be cut off.

### What the model neglects

The same example shows how far each simplification moves the result. Spacing or density, \(g\) and \(r_0\) are held fixed.

Random positions have the largest effect of those computed. The peak growth falls from 0.157 to 0.128 nm per cycle, and it moves from cycle 20 to about cycle 37.

Partial disorder does less. With random displacements of standard deviation \(0.10b\) along each axis, the peak is about \(S=1.52\). Its top is flat: a scan with steps of \(0.04b\) gives its largest value at \(r=0.60b\), but \(S\) is nearly the same at \(0.56b\), and the maximum lies between the two, near \(0.58b\). The delay can be understood for small displacements. At \(r=b/2\) only about half of the neighbour pairs have touched. Each of these removes area at a rate somewhat above \(\pi b/2\), but the pairs still apart remove none. The total loss is thus below the gain \(2\pi b\), and the area keeps rising.

If the islands reach the radius \(r_0\) at times spread evenly over the first 10 cycles, the peak is \(S=1.54\), near cycle 28 in a scan with steps of two cycles. The mean delay of 5 cycles accounts for most of the shift from cycle 20.

Finite cycles matter little for the height. Suppose that the volume added in a cycle is \(g\) times the area before that cycle. On a hemisphere the radius then grows by \(\delta\), where

\[
2\pi r^2g=\frac{2\pi}{3}\left[(r+\delta)^3-r^3\right]
\simeq2\pi(r^2\delta+r\delta^2),\qquad \delta\simeq g-\frac{g^2}{r}.
\]

Summed up to contact, the shortfall in radius is about \(\int(g/r)\,dr=g\ln(2.5/0.5)=0.16\) nm, or 1.6 cycles. The cycle-by-cycle calculation gives the peak \(S=1.570\) after 22 cycles instead of 20.

### Beside a real process

The example is set in the regime of aluminium oxide grown from trimethylaluminium and water on hydrogen-terminated silicon, a surface on which growth starts with difficulty. A growth of roughly 0.1 nm per cycle and a density of roughly 3 g/cm³ are typical of this oxide. The spacing and the starting radius are assumed values, and a nucleus of 0.5 nm is only a few atoms across, so a smooth hemisphere is a crude picture of it. Real nuclei have no reason to form a square grid. If they are random and all start together, the peak is 28% above flat-film growth instead of 57%. This figure, like the peak position, does not carry over to nuclei that appear at different times. New nuclei may also keep forming on the substrate, and the ten-cycle spread above covers this only in part.

The arrangement matters when a nucleus density is inferred from the position of a growth peak. For a given peak radius \(r\), the square grid implies \(n=1/(4r^2)\), while random nuclei imply \(n=(1.502)^2/(\pi r^2)=0.72/r^2\). The two densities differ by a factor of 2.9. The random peak is also broad: in the example, equation (10) stays within 2% of its maximum from cycle 32 to cycle 44, a range over which the inferred density changes by a factor of 1.8. Such an estimate also requires saturated cycles, an inert substrate and hemispherical islands that start together. A measured peak gives a cycle number, not a radius, so \(r_0\) and \(g\) must be known as well. On the square grid with \(g=0.10\) nm, a peak at cycle 20 implies \(4.0\times10^{12}\) cm\(^{-2}\) if \(r_0=0.5\) nm, but \(6.25\times10^{12}\) cm\(^{-2}\) if \(r_0=0\). The computed values are collected in the numerical output below.

## Computed results

```
TESTS (lengths in units of grid spacing b)
largest error of area law, counted points: 3.4e-04
counted maximum of S: 1.5708 at r/b = 0.50
pi/2 = 1.5708
S at r/b = 0.40, 0.60: 1.0053, 1.5080
S at closure, r/b = 0.7071: 1.3013
maximum with bare substrate counted: 1.785
triangular lattice: peak S = 1.814 at r/b = 0.50
honeycomb lattice: peak S = 1.360 at r/b = 0.75
rectangular 1:1.2 lattice: peak S = 1.571 at r/b = 0.60
EXAMPLE INPUT (rough values)
grid spacing: 5.0 nm
nucleus density: 4.0e+12 per cm^2
growth per cycle on flat film: 0.10 nm
starting nucleus radius: 0.5 nm
film density: 3.0 g/cm^3
EXAMPLE RESULTS
radius at first touch: 2.50 nm
cycles to first touch: 20.0
peak growth per cycle: 0.157 nm
flat-film mass gain: 30.0 ng/cm^2 per cycle
peak mass gain: 47.1 ng/cm^2 per cycle
mean thickness at touch: 1.31 nm
radius at closure: 3.54 nm
cycles to closure: 30.4
growth per cycle at closure: 0.130 nm
mean thickness at closure: 2.84 nm
S after 100 cycles: 1.0197
NEGLECTED EFFECTS
random nuclei: peak S = 1.285 at u = 1.502
random nuclei: peak radius 4.24 nm, cycle 37.4
random nuclei: peak growth 0.128 nm per cycle
jitter 0.10 b per axis: peak S = 1.52 near r/b = 0.60
nucleation spread over 10 cycles: peak S = 1.54 near cycle 28
finite cycles: peak S = 1.570 after 22 cycles
```
